Parabolic and Bessel decay lengths of a gate-all-around cylinder

**Question**

I am working on the electrostatics of a gate-all-around transistor: a semiconductor cylinder of radius R, completely surrounded by the gate. The exercise takes the insulator thickness to zero and asks me to compare the decay length from a parabolic radial potential with the one from the Bessel solution, and to show that the parabolic one is about 20 percent too large.

I am stuck on the parabola. It has the right value at the gate and the right symmetry on the axis, so I don't see where an error can enter. Worse, when I average Laplace's equation over the cross-section, the same parabola gives me a length that is too small. Which calculation is meant, why do they disagree, and does the 20 percent survive when the insulator has a real thickness?

**Answer**

Your average is not a slip. A parabola cannot satisfy Laplace's equation throughout the cylinder, so one has to choose where, or in what average sense, to impose it. The 20 percent belongs to the choice "on the axis".

**What decays**

Take the transistor below threshold, with mobile charge neglected and fixed charge uniform along the axis z. Far from source and drain the potential is then a function φ₀(r) that satisfies Poisson's equation with this fixed charge and has the gate's value at r = R. Write the full potential as φ₀(r) + ψ(r,z). The fixed charge and the gate voltage are accounted for by φ₀, so the disturbance ψ due to source and drain obeys

∂²ψ/∂r² + (1/r) ∂ψ/∂r + ∂²ψ/∂z² = 0,  ψ(R,z) = 0.

The decay length λ is defined by the slowest mode, ψ ∝ exp(−z/λ), with z measured away from the contact.

**The parabola**

Try ψ = a(z) + b(z)r + c(z)r². A smooth potential has no radial slope on the axis, so b = 0. The value on the axis is a = ψ_c(z), and ψ(R,z) = 0 gives c = −ψ_c/R². Hence

ψ = ψ_c(z) (1 − r²/R²).

Its radial slope is −2rψ_c/R², so the radial part of the Laplacian is

(1/r) d/dr [r · (−2rψ_c/R²)] = −4ψ_c/R².

Laplace's equation becomes

ψ_c'' (1 − r²/R²) = 4ψ_c/R².

The left side depends on r and the right side does not. At r = R the equation would even demand ψ_c = 0. This is where the error enters: the parabola meets the boundary conditions but not the differential equation.

Imposing the equation at r = 0 gives

ψ_c'' = 4ψ_c/R²,  so λ_par = R/2.

**The exact modes**

Now put ψ = f(r) exp(−z/λ), without assuming a shape for f:

f'' + f'/r + f/λ² = 0.

Insert the power series f = Σ a_n r²ⁿ with a₀ = 1. The radial Laplacian of r²ⁿ is (2n)² r²ⁿ⁻², so matching equal powers requires

(2n)² a_n = −a_(n−1)/λ²,

and therefore

f = Σ (−1)ⁿ (r/2λ)²ⁿ/(n!)² = J0(r/λ).

The second solution of the equation diverges logarithmically on the axis and is excluded. The gate condition is J0(R/λ) = 0. If j_n are the positive zeros of J0, the allowed lengths are R/j_n, and the longest comes from the first zero, j₁ = 2.40483:

λ_exact = R/j₁ = 0.4158 R.

Relative to the exact length, the parabolic one is

λ_par/λ_exact = j₁/2 = 1.2024,

which is the 20 percent you were asked for.

**The same number without a table of zeros**

Let x = (R/2λ)². The gate condition is then

F(x) = 1 − x + x²/4 − x³/36 + x⁴/576 − x⁵/14400 + … = 0.

Since R/2 = λ_par, the ratio λ_par/λ_exact equals √x₁, where x₁ is the first root. Keeping two terms gives x = 1, the parabolic result. So the axis condition amounts to cutting the Bessel series after its quadratic term.

The direction of the error follows from the signs. Each term from n = 2 on is smaller in size than the one before it if x < 4, because their ratio is x/n². The terms alternate, so a sum cut after a negative term lies below F and one cut after a positive term lies above it. At x = 1 the omitted terms add up to 0.224, which is positive. For every x between 0 and 1 they are positive too, while 1 − x is not negative. F therefore has no root up to x = 1, and the true root lies beyond it.

The cut series also enclose the root:

- Up to x³, a lower bound: x = 1.42999, √x = 1.1958.
- Up to x⁴, an upper bound: x = 1.44678, √x = 1.2028.
- Up to x⁵, a better lower bound: x = 1.44576, √x = 1.2024.

The sum up to x² equals (1 − x/2)², which touches zero at x = 2 without crossing. Since F lies below it, F is negative there, which gives only the crude upper bound x = 2. The enclosure already fixes the excess at 20 percent, and the full series gives x₁ = 1.44580.

**Why your average goes the other way**

Multiply the parabolic form of Laplace's equation by r and integrate from 0 to R. The integrals are

∫ (1 − r²/R²) r dr = R²/4,  ∫ r dr = R²/2,

so that

ψ_c'' R²/4 = (4ψ_c/R²)(R²/2) = 2ψ_c,

ψ_c'' = 8ψ_c/R²,  λ = R/√8 = 0.354 R.

This is 15 percent below the exact length.

The two errors have opposite signs because the two conditions use different features of the profile. Compare the parabola with the true profile J0(j₁r/R), both equal to 1 on the axis and 0 at the gate:

- On the axis, the radial Laplacian is −4/R² for the parabola and −j₁²/R² = −5.78/R² for the true profile. The axis condition therefore sees too little radial curvature, and the axial decay comes out too slow.
- At the gate, the slope is −2/R for the parabola and −j₁J1(j₁)/R = −1.25/R for the true profile. The averaged equation balances axial curvature against the field lines that end on the gate. The parabola sends too many of them there, and the decay comes out too fast. Its mean value, 1/2, is also larger than the true mean, 2J1(j₁)/j₁ = 0.43, but this offsets only part of the excess slope.

A third choice is to weight the equation with the parabola itself before integrating. With u = r²/R² and r dr = R² du/2,

∫ (1 − r²/R²)² r dr = (R²/2) ∫ (1 − u)² du = R²/6,

where u runs from 0 to 1. The right side gives (4ψ_c/R²)(R²/4) = ψ_c, hence

ψ_c'' = 6ψ_c/R²,  λ = R/√6 = 0.408 R.

This is 1.8 percent below the exact value. So the parabola is a good shape for the mode; what costs 20 percent is reading the decay rate from its curvature at a single point.

**Numbers for a nanowire**

Take R = 4 nm and a gate length L = 20 nm. Then

λ_par = 4 nm/2 = 2.00 nm,

λ_exact = 4 nm/2.40483 = 1.66 nm.

As a check that does not use separation of variables, I solved Laplace's equation on a grid in r and z with steps of 0.05 nm and 0.1 nm. The decay of the axis potential between 8 and 12 nm from the drain gave 1.664 nm, against 1.663 nm from the formula.

Suppose a designer asks for L = 6λ, with R held fixed and the insulator still absent. The parabola then asks for 12.0 nm and the Bessel length for 10.0 nm. At a fixed ratio L/λ, the error in λ passes unchanged into the gate length.

At a fixed gate length the error appears in an exponent. Let the drain be a flat plane at z = L, raised by V = 0.7 V, and let ψ now be the part of the disturbance due to this step, so that ψ = 0 on the source plane z = 0. Expand the drain value in the radial modes:

1 = Σ A_n J0(j_n r/R).

Modes with different j_n are orthogonal with weight r, because they are solutions of the same radial equation that vanish at r = R. Therefore

A_n = ∫ r J0(j_n r/R) dr / ∫ r J0²(j_n r/R) dr.

The numerator follows from (xJ1)' = xJ0 and equals R²J1(j_n)/j_n. For the denominator, use J0' = −J1 and J1' = J0 − J1/x to verify that

d/dx [x²(J0² + J1²)/2] = xJ0².

As J0(j_n) = 0, the denominator is R²J1²(j_n)/2, and

A_n = 2/[j_n J1(j_n)],  A₁ = 1.602.

Each mode varies along the channel as sinh(j_n z/R)/sinh(j_n L/R). At z = L/2 the identity sinh 2y = 2 sinh y cosh y turns this into 1/[2cosh(j_n L/2R)], so on the axis

ψ(0,L/2) = V Σ A_n/[2cosh(j_n L/2R)].

Here j₁L/2R = 6.01, the factor 1/(2cosh 6.01) is 0.00245, and

ψ(0,L/2) ≈ 0.7 V × 1.602 × 0.00245 = 2.75 mV.

The higher modes do not change the printed digits. The grid solution gives 2.75 mV as well.

The parabolic equation, with ψ_c = 0 at the source and V at the drain, gives

V/[2cosh(L/2λ_par)] = 0.7 V/(2cosh 5) = 4.72 mV.

This is 1.72 times the exact value. The factor has two parts. The longer decay length contributes exp[(j₁/2 − 1)L/R] = exp(1.012) = 2.75. Against this, the parabolic model starts its single mode with amplitude 1, where the flat drain excites the first Bessel mode with amplitude 1.602. The quotient 2.75/1.602 is 1.72. The first part grows with L/R, so for long channels the relative error of the penetration is not limited to 20 percent, although the penetration itself becomes small.

**Does the 20 percent survive a real insulator?**

Near zero thickness it does, and then it shrinks. Let the insulator have thickness t and permittivity ε_i, and the semiconductor ε_s. Define

ℓ = ln(1 + t/R),  s = (ε_s/ε_i) ℓ.

For the parabolic model, neglect axial curvature inside the thin insulator. The potential there is logarithmic, vanishes at R + t, and has slope −ψ_s/(Rℓ) at r = R, where ψ_s is the surface value. In the semiconductor ψ = ψ_c + cr². Continuity of the normal displacement gives

2ε_s cR = −ε_i ψ_s/(Rℓ),  so ψ_s = −2sR²c.

But ψ_s is also ψ_c + cR². Equating the two,

c = −ψ_c/[R²(1 + 2s)].

On the axis ψ_c'' = −4c, and thus

λ_par = (R/2) √(1 + 2s) = (R/2)(1 + s − s²/2 + …).

For the exact mode with the same thin insulator, set X = R/λ. The displacement condition is

J0(X) = sX J1(X).

Put X = j₁ + δ. Near the zero, J0(X) = J1(j₁)[−δ + δ²/(2j₁) + …]. The derivative of XJ1 is XJ0, which vanishes at j₁, so XJ1(X) equals j₁J1(j₁) up to terms in δ². To second order in s,

−δ + δ²/(2j₁) = s j₁,  δ = −s j₁ + s² j₁/2,

λ_exact = R/X = (R/j₁)(1 + s + s²/2 + …).

Axial curvature in the insulator changes its slope by a relative amount of order (t/λ)². At a fixed permittivity ratio this enters λ at third order in t and leaves the terms above alone. The ratio is

λ_par/λ_exact = (j₁/2)(1 − s² + …).

The first-order terms cancel: a very thin insulator lengthens both results by the same fraction. Solving the full matching problem at t = 0.008 nm gives −0.98 for the coefficient of s², against −1 here.

In that full problem, the insulator solution is a combination of J0 and the second Bessel solution Y0 that vanishes at R + t, with axial curvature included. For ε_s = 11.7, ε_i = 3.9 and R = 4 nm it gives the values of λ_exact below, while λ_par comes from the parabolic formula above:

- t = 0.2 nm: λ_par = 2.27 nm, λ_exact = 1.92 nm, ratio 1.19.
- t = 0.5 nm: λ_par = 2.61 nm, λ_exact = 2.28 nm, ratio 1.15.
- t = 1.0 nm: λ_par = 3.06 nm, λ_exact = 2.79 nm, ratio 1.10.

At 1 nm, s = 0.67, and the expansion in s should no longer be used. The opposite limit, s large but t still much smaller than λ, shows where the trend leads. Then X is small, J0 ≈ 1 and XJ1 ≈ X²/2, so λ² ≈ sR²/2. The parabola gives the same leading term. Most of the potential drop is now in the insulator, the semiconductor profile is nearly flat, and its detailed shape matters little. When t is no longer small compared with λ, the axial curvature neglected in the insulator counts as well. For the permittivities and radius above, the ratio then falls below 1, to 0.96 at t = 4 nm.

**How far this is from a device**

A radius of 4 nm, a gate length of 20 nm and an oxide of about 1 nm are roughly in the range of scaled silicon nanowire transistors. Zero insulator thickness is not: a bare metal gate forms a Schottky contact, which conducts into the channel once it is forward biased strongly enough. Restoring 1 nm of oxide is the largest correction to λ among those estimated here. It multiplies the exact length by 1.68 and raises exp(−L/2λ) from 0.0025 to 0.028, about elevenfold. For such a device, with ε_i = 3.9, omitting the oxide is a far larger error than using the parabola. This ranking depends on the permittivity. For a high-permittivity insulator with ε_i = 22, s is much smaller: λ_par/λ_exact is still 1.18 at t = 1 nm and 1.11 at t = 2 nm, and 1 nm of it lengthens the exact λ by only about 13 percent.

The other omissions can be sized with rough material values at 300 K:

- Mobile charge: a uniform density of 10¹⁸ cm⁻³, taken as representative of the approach to threshold, has a Debye length L_D of 4.1 nm. For small disturbances it adds 1/L_D² to 1/λ², which shortens the zero-insulator length by 7 percent. With 1 nm of oxide λ is longer and screening matters more: the same density in the semiconductor then shortens λ by about 17 percent. In this small channel the density amounts to about one electron in all, so a continuous screening charge is only a rough picture.
- Confinement: for a wire along ⟨100⟩ with parabolic bands and hard walls, the lowest level rises by about 72 meV for valleys with mass 0.19 in both transverse directions, and by at most 44 meV for those with masses 0.19 and 0.92. This moves the threshold; it does not enter the Laplace length.
- Source-drain tunnelling: for a 0.3 eV barrier, replaced by a rectangle of length L − 4λ = 8.9 nm with mass 0.19, the tunnelling exponent is 22. The thermal exponent is 12, so emission over the barrier dominates in this estimate. The rectangle is on the cautious side: a smooth single-mode profile with λ = 2.79 nm and the same peak is about 17 nm wide at its foot, where the exponent is about 34. Electrons just below the top tunnel far more easily. In that profile, with the Fermi level at the source band edge, about a fifth of the current passes below the top, and the total is about 8 percent above classical emission.
- Gate tunnelling: through 1 nm of oxide the exponent is about 11. It is proportional to t, so this protection disappears in the zero-insulator limit.
- Drain: the field scale V/λ with the oxide present is 2.5 MV/cm. This is only a scale: for a flat drain plane the 0.7 V step gives about 1.6 MV/cm on the axis, and the built-in step of the junction adds to that. A field of 2.5 MV/cm would deplete about 1.6 nm of a drain doped to 10²⁰ cm⁻³. That is comparable with λ, so the flat drain plane is a crude assumption. It affects the amplitude of the mode, while the decay rate inside the uniform channel is set by the cross-section. At this field the band-to-band tunnelling exponent is about 14 for a triangular barrier with a single band and mass 0.2. A two-band description of the gap gives only about 8.5 if 0.2 is the mass at each band edge, and about 12 if it is the reduced mass, so the estimate depends strongly on the barrier model. Where the total band bending exceeds the gap, that leakage needs its own calculation.

The numerical output below gives most of these values with their inputs.

Values computed for the example and the checks

```
radius R = 4.0 nm, gate length L = 20.0 nm
drain step V_D = 0.70 V, temperature = 300 K
first zero of J0, j01 = 2.40483
parabolic length (axis) = 2.0000 nm = 0.5000 R
exact Bessel length = 1.6633 nm = 0.4158 R
radial eigenproblem length = 1.6633 nm
length from 2D Laplace solution = 1.6644 nm
ratio parabolic/exact = 1.2024
parabola, cross-section average = 1.4142 nm, ratio 0.8502
parabola, weighted residual = 1.6330 nm, ratio 0.9818
series to x^1: root x = 1.00000, sqrt(x) = 1.00000
series to x^3: root x = 1.42999, sqrt(x) = 1.19582
series to x^4: root x = 1.44678, sqrt(x) = 1.20282
series to x^5: root x = 1.44576, sqrt(x) = 1.20240
full series: root x = 1.44580, sqrt(x) = 1.20241
sum of omitted terms at x = 1: 0.22389
gate length for L = 6 lam: parabolic 12.00 nm, exact 9.98 nm
first-mode amplitude A_1 = 1.6020
mid-channel penetration, exact series = 2.746 mV
  first mode alone = 2.746 mV
  2D Laplace solution = 2.748 mV
  parabolic model = 4.716 mV, ratio to exact 1.718
permittivities: eps_s = 11.7, eps_i = 3.9
coefficient of s^2 in ratio/(j01/2) = -0.9819
t = 0.05 nm: s = 0.0373, parabolic 2.0732 nm, exact 1.7263 nm, ratio 1.2009
t = 0.20 nm: s = 0.1464, parabolic 2.2740 nm, exact 1.9175 nm, ratio 1.1859
t = 0.50 nm: s = 0.3533, parabolic 2.6128 nm, exact 2.2781 nm, ratio 1.1469
t = 1.00 nm: s = 0.6694, parabolic 3.0587 nm, exact 2.7872 nm, ratio 1.0974
eigenproblem length at t = 1.0 nm: 2.7872 nm
exact length, t = 1.0 nm over t = 0: 1.676
exp(-L/2lam): t = 0 0.00245, t = 1.0 nm 0.02766
mobile density 1e+18 cm^-3: Debye length 4.09 nm
  exact length with this screening = 1.5407 nm (-7.4 percent)
electron masses: 0.19 and 0.92 m_e; kT = 25.85 meV
confinement energy, light valleys = 72.5 meV
  upper bound, other valleys = 43.7 meV
source-drain barrier 0.3 eV, tunnel length 8.85 nm
  tunnel exponent 21.7, thermal exponent 11.6
oxide barrier 3.1 eV, mass 0.4 m_e: exponent 11.4 at 1.0 nm
drain field V_D/lam (with oxide) = 2.51 MV/cm
drain depletion at 1e+20 cm^-3 = 1.62 nm
band-to-band exponent (gap 1.12 eV, mass 0.2 m_e) = 14.4
```
